# Hopping of a dangling-bond pair from two excitation energies: a numerical check

```python
"""
Result under test: for a symmetric two-site Hubbard pair with two electrons,
    |t| = sqrt(J*K)/2,   U = K - J,   fourth level at J + K,
J = E(triplet) - E(ground), K = E(odd singlet) - E(ground).
t: hopping, U: on-site repulsion, V: intersite repulsion,
X: exchange integral (also pair hopping), W: density-assisted hopping,
D: difference of the site energies, L: relaxation energy of an ionic state.
Energies are in meV. Levels come from diagonalizing the second-quantized
Hamiltonian in the complete six-state two-electron space.
"""
import itertools
import numpy as np
from scipy import constants as const

# Fermion operators; modes are 1up, 1down, 2up, 2down
identity, sign = np.eye(2), np.diag([1.0, -1.0])
lower = np.array([[0.0, 1.0], [0.0, 0.0]])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = sign if k < mode else lower if k == mode else identity
        result = np.kron(result, factor)
    return result


a = [annihilator(k) for k in range(4)]
c = [op.T for op in a]
vacuum = np.zeros(16)
vacuum[0] = 1.0
pairs = list(itertools.combinations(range(4), 2))
basis = np.array([c[i] @ c[j] @ vacuum for i, j in pairs]).T
swap = [2, 3, 0, 1]
swapped = np.array([c[swap[i]] @ c[swap[j]] @ vacuum for i, j in pairs]).T


def project(op):
    return basis.T @ op @ basis


parity = basis.T @ swapped
hop = project(sum(c[s] @ a[2 + s] + c[2 + s] @ a[s] for s in range(2)))
number = [c[k] @ a[k] for k in range(4)]
imbalance = project(number[0] + number[1] - number[2] - number[3])
s_plus = project(c[0] @ a[1] + c[2] @ a[3])
s_z = project(number[0] - number[1] + number[2] - number[3]) / 2
spin_squared = s_plus.T @ s_plus + s_z @ s_z + s_z

# Coulomb operators from the integrals (pq|rs), grouped by type
coulomb = {name: np.zeros((16, 16)) for name in "UVXW"}
for p, q, r, s in itertools.product(range(2), repeat=4):
    total = p + q + r + s
    if total in (0, 4):
        name = "U"
    elif total in (1, 3):
        name = "W"
    else:
        name = "V" if p == q else "X"
    for u, v in itertools.product(range(2), repeat=2):
        coulomb[name] += 0.5 * (c[2*p+u] @ c[2*r+v] @ a[2*s+v] @ a[2*q+u])
coulomb = {name: project(op) for name, op in coulomb.items()}

# Common eigenspaces of total spin and site exchange
labels, vectors = np.linalg.eigh(spin_squared + 10 * parity)
even_singlet = vectors[:, np.isclose(labels, 10)]
odd_singlet = vectors[:, np.isclose(labels, -10)]
triplet = vectors[:, np.isclose(labels, -8)]
singlets = np.hstack([even_singlet, odd_singlet])
assert even_singlet.shape[1] == 2
assert odd_singlet.shape[1] == 1 and triplet.shape[1] == 3


def hamiltonian(t, U, V=0.0, X=0.0, W=0.0, D=0.0):
    return (-t * hop + U * coulomb["U"] + V * coulomb["V"]
            + X * coulomb["X"] + W * coulomb["W"] + D / 2 * imbalance)


def levels(H):
    """Triplet, odd singlet, two even singlets and the even eigenvectors."""
    e_trip = np.linalg.eigvalsh(triplet.T @ H @ triplet)
    assert np.ptp(e_trip) < 1e-8
    e_odd = (odd_singlet.T @ H @ odd_singlet)[0, 0]
    e_even, v_even = np.linalg.eigh(even_singlet.T @ H @ even_singlet)
    return e_trip[0], e_odd, e_even, even_singlet @ v_even


def singlet_levels(t, U, D):
    H = hamiltonian(t, U, D=D)
    return np.linalg.eigvalsh(singlets.T @ H @ singlets)


# Inversion, fourth level and selection rule, for both signs of t and U
rng = np.random.default_rng(4)
cases = [(50.0, 0.0), (-50.0, 300.0), (50.0, -300.0)]
cases += [(rng.uniform(10, 200), rng.uniform(-800, 800)) for _ in range(100)]
for t, U in cases:
    H = hamiltonian(t, U)
    e_trip, e_odd, e_even, v_even = levels(H)
    ground = np.linalg.eigvalsh(H)[0]
    assert np.isclose(ground, e_even[0], atol=1e-8)
    J, K = e_trip - ground, e_odd - ground
    assert J > 0 and K > 0
    assert np.isclose(np.sqrt(J * K) / 2, abs(t), rtol=1e-8)
    assert np.isclose(K - J, U, atol=1e-8)
    assert np.isclose(e_even[1] - ground, J + K, rtol=1e-9)
    to_odd = odd_singlet[:, 0] @ imbalance @ v_even[:, 0] / 2
    to_even = v_even[:, 1] @ imbalance @ v_even[:, 0] / 2
    assert np.isclose(to_odd**2, J / (J + K), atol=1e-9)
    assert abs(to_even) < 1e-9
    ionic_weight = v_even[:, 0] @ coulomb["U"] @ v_even[:, 0]
    assert np.isclose(ionic_weight, J / (J + K), atol=1e-9)

# Generalized relation with all Coulomb integrals of two equivalent orbitals
for _ in range(100):
    t, U, V = rng.uniform([20, 300, 0], [150, 900, 250])
    X, W = rng.uniform([0, -15], [10, 15])
    e_trip, e_odd, e_even, _unused = levels(hamiltonian(t, U, V, X, W))
    J, K = e_trip - e_even[0], e_odd - e_even[0]
    assert np.isclose((J + 2*X) * (K + 2*X), 4 * (t - W)**2, rtol=1e-8)
    assert np.isclose(K - J, U - V, atol=1e-8)

# Worked example: chosen excitation energies
J, K = 20.0, 500.0
t = np.sqrt(J * K) / 2
U = K - J
e_trip, e_odd, e_even, v_even = levels(hamiltonian(t, U))
assert np.isclose(e_trip - e_even[0], J) and np.isclose(e_odd - e_even[0], K)
t_strong = np.sqrt(J * U) / 2
assert np.isclose(t_strong / t, np.sqrt(1 - J / K))
weight = v_even[:, 0] @ coulomb["U"] @ v_even[:, 0]

# Intersite repulsion and exchange
meV = 1e-3 * const.e
distance_nm, eps_si, eps_oxide = 0.8, 11.7, 3.9
eps_mean = (eps_si + eps_oxide) / 2
V = const.e**2 / (4*np.pi*const.epsilon_0*eps_mean*distance_nm*1e-9) / meV
X = 1.0
t_exchange = np.sqrt((J + 2*X) * (K + 2*X)) / 2
e_trip, e_odd, e_even, _unused = levels(hamiltonian(t_exchange, U + V, V, X))
assert np.isclose(e_trip - e_even[0], J) and np.isclose(e_odd - e_even[0], K)

# Site mismatch: the triplet stays at zero energy
D = 50.0
mismatch = singlet_levels(t, U, D)
H_mismatch = hamiltonian(t, U, D=D)
assert np.allclose(H_mismatch @ triplet, 0, atol=1e-9)
J_mis, K_mis = -mismatch[0], mismatch[1] - mismatch[0]
K_prime = U + J_mis
assert np.isclose(J_mis * (K_prime - D**2 / K_prime), 4*t**2, rtol=1e-9)
t_mis = np.sqrt(J_mis * K_mis) / 2
small = 1.0
shift = singlet_levels(t, U, small)[0] - singlet_levels(t, U, 0.0)[0]
assert np.isclose(shift, -small**2 * J / (K * (J + K)), rtol=1e-3)

# Lattice relaxation: site mismatch D costs the elastic energy D^2/(4L)
L = 200.0
D_grid = np.arange(0.0, 801.0)
surfaces = np.array([singlet_levels(t, U, d) + d**2 / (4*L) for d in D_grid])
D_ground = D_grid[np.argmin(surfaces[:, 0])]
assert D_ground == 0.0
best = np.argmin(surfaces[:, 1])
assert 0 < best < len(D_grid) - 1
K_relaxed = surfaces[best, 1] - surfaces[0, 0]
t_relaxed = np.sqrt(J * K_relaxed) / 2
assert K_relaxed < K and t_relaxed < t

# Thermal population of the triplet from all six levels
energies = np.linalg.eigvalsh(hamiltonian(t, U))


def triplet_population(temperature):
    kT = const.k * temperature / meV
    boltzmann = np.exp(-(energies - energies[0]) / kT)
    is_triplet = np.isclose(energies, 0.0, atol=1e-8)
    assert is_triplet.sum() == 3
    return boltzmann[is_triplet].sum() / boltzmann.sum()


# Rough silicon gap and dangling-bond levels above the valence-band edge
gap, donor_level, acceptor_level = 1120.0, 300.0, 850.0
threshold = min(gap - donor_level, acceptor_level)
assert K < threshold

print(f"Input triplet energy J: {J:.1f} meV")
print(f"Input odd-singlet energy K: {K:.1f} meV")
print(f"Recovered hopping t: {t:.2f} meV = {t/1000:.4f} eV")
print(f"Recovered repulsion U = K - J: {U:.1f} meV = {U/1000:.3f} eV")
print(f"Ground energy, diagonalized: {energies[0]:.2f} meV")
print(f"Fourth level above ground: {energies[-1]-energies[0]:.1f} meV")
print(f"Ionic weight of ground state: {100*weight:.2f} %")
print(f"Strong-repulsion estimate of t: {t_strong:.2f} meV")
print(f"Error of that estimate: {100*(t_strong/t-1):.2f} %")
print(f"t if J is 10 % larger: {np.sqrt(1.1*J*K)/2:.2f} meV")
print(f"t if K is 10 % larger: {np.sqrt(J*1.1*K)/2:.2f} meV")
print(f"Assumed pair distance: {distance_nm:.1f} nm")
print(f"Rough relative permittivity, Si: {eps_si:.1f}")
print(f"Rough relative permittivity, SiO2: {eps_oxide:.1f}")
print(f"Mean relative permittivity: {eps_mean:.1f}")
print(f"Intersite repulsion V: {V:.0f} meV")
print(f"On-site repulsion if V is included: {U+V:.0f} meV")
print(f"Assumed exchange integral X: {X:.1f} meV")
print(f"t corrected for X: {t_exchange:.2f} meV")
print(f"Assumed site mismatch D: {D:.0f} meV")
print(f"Triplet energy with mismatch: {J_mis:.2f} meV")
print(f"Middle-singlet energy with mismatch: {K_mis:.1f} meV")
print(f"Apparent t with mismatch: {t_mis:.2f} meV")
print(f"Assumed ionic relaxation energy L: {L:.0f} meV")
print(f"Mismatch at ground-state minimum: {D_ground:.0f} meV")
print(f"Mismatch at excited-state minimum: {D_grid[best]:.0f} meV")
print(f"Relaxed excitation energy: {K_relaxed:.1f} meV")
print(f"Apparent t from relaxed energy: {t_relaxed:.2f} meV")
for temperature in (300.0, 77.0):
    print(f"Thermal energy at {temperature:.0f} K: "
          f"{const.k*temperature/meV:.2f} meV")
    print(f"Triplet population at {temperature:.0f} K: "
          f"{100*triplet_population(temperature):.1f} %")
print(f"Rough silicon gap: {gap:.0f} meV")
print(f"Rough donor level above valence edge: {donor_level:.0f} meV")
print(f"Rough acceptor level above valence edge: {acceptor_level:.0f} meV")
print(f"Rough band-exchange threshold: {threshold:.0f} meV")
print("tests ok")
```

It prints:

```
Input triplet energy J: 20.0 meV
Input odd-singlet energy K: 500.0 meV
Recovered hopping t: 50.00 meV = 0.0500 eV
Recovered repulsion U = K - J: 480.0 meV = 0.480 eV
Ground energy, diagonalized: -20.00 meV
Fourth level above ground: 520.0 meV
Ionic weight of ground state: 3.85 %
Strong-repulsion estimate of t: 48.99 meV
Error of that estimate: -2.02 %
t if J is 10 % larger: 52.44 meV
t if K is 10 % larger: 52.44 meV
Assumed pair distance: 0.8 nm
Rough relative permittivity, Si: 11.7
Rough relative permittivity, SiO2: 3.9
Mean relative permittivity: 7.8
Intersite repulsion V: 231 meV
On-site repulsion if V is included: 711 meV
Assumed exchange integral X: 1.0 meV
t corrected for X: 52.55 meV
Assumed site mismatch D: 50 meV
Triplet energy with mismatch: 20.19 meV
Middle-singlet energy with mismatch: 460.3 meV
Apparent t with mismatch: 48.21 meV
Assumed ionic relaxation energy L: 200 meV
Mismatch at ground-state minimum: 0 meV
Mismatch at excited-state minimum: 342 meV
Relaxed excitation energy: 332.9 meV
Apparent t from relaxed energy: 40.80 meV
Thermal energy at 300 K: 25.85 meV
Triplet population at 300 K: 58.1 %
Thermal energy at 77 K: 6.64 meV
Triplet population at 77 K: 12.8 %
Rough silicon gap: 1120 meV
Rough donor level above valence edge: 300 meV
Rough acceptor level above valence edge: 850 meV
Rough band-exchange threshold: 820 meV
tests ok
```
